\section*{Pauling Strengths of sp3, spd and Octahedral d2sp3 Hybrids}

\section{The problem}

A hybrid orbital is a normalised mixture of atomic orbitals on one atom. If the orbital on a neighbour is nodeless and compact compared with the bond length, it samples the hybrid only near the bond axis, and the overlap is then roughly proportional to the value of the hybrid in that direction; for an extended neighbour orbital this proportionality is lost. Ordinary bonds such as C--H belong to the extended case, so the number studied here describes the angular shape of a hybrid and is not a measure of the overlap in a real bond. Pauling's measure of the reach of a hybrid towards a neighbour is the value of its angular part along the bond axis, in units in which an s orbital has the value 1. This number is called the strength of the hybrid.

\paragraph{Conventions.} All orbitals are real and share one radial factor, so that the angular parts alone matter. A direction is a unit vector $\mathbf r=(x,y,z)$ with $x^2+y^2+z^2=1$. The bracket $\langle\;\rangle$ is the average over the unit sphere, and each angular function is scaled so that $\langle f^2\rangle=1$. The nine functions are
\begin{align}
f_s&=1,\qquad f_{p_x}=\sqrt3\,x,\quad f_{p_y}=\sqrt3\,y,\quad f_{p_z}=\sqrt3\,z,\nonumber\\
f_{z^2}&=\tfrac{\sqrt5}{2}(3z^2-1),\qquad f_{x^2-y^2}=\tfrac{\sqrt{15}}{2}(x^2-y^2),\label{eq:basis}\\
f_{xy}&=\sqrt{15}\,xy,\qquad f_{xz}=\sqrt{15}\,xz,\qquad f_{yz}=\sqrt{15}\,yz.\nonumber
\end{align}
A hybrid is $h=\sum_k c_kf_k$ with real $c_k$ and $\sum_kc_k^2=1$. Its strength along the unit vector $\mathbf n$ is $F=h(\mathbf n)$. The weight of a shell is the sum of $c_k^2$ over its functions.

\paragraph{Questions.}
\begin{enumerate}
\item[(a)] Show that the functions (\ref{eq:basis}) are orthonormal under the sphere average.
\item[(b)] Find the greatest strength of a hybrid made from s and p functions, and then from all nine functions. Give the weights.
\item[(c)] At which angles can two such best hybrids be orthogonal? Can six best spd hybrids point along $\pm x,\pm y,\pm z$ and be orthogonal?
\item[(d)] Six equivalent orthonormal hybrids along these axes are built from s, the three p functions, $f_{z^2}$ and $f_{x^2-y^2}$. Find their composition and strength.
\item[(e)] Could another orthonormal set from the same six functions be stronger on average along the same six axes?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Reflections remove most of the overlaps. The averages of $z^2$, $z^4$ and $x^2y^2$ do the rest.
\item[(b)] At fixed $\mathbf n$ the strength is a scalar product of two vectors: the coefficients $c_k$ and the numbers $f_k(\mathbf n)$.
\item[(c)] The overlap of two best hybrids depends on $\mathbf n\cdot\mathbf n'$ alone. Sum $f_k(\mathbf n)f_k(\mathbf n')$ over a shell.
\item[(d)] Ask which of the six functions survive a quarter turn about the axis of the hybrid. There are then three unknowns, and three conditions: normalisation, and orthogonality at $90^\circ$ and at $180^\circ$.
\item[(e)] Write any other set as an orthogonal matrix acting on the set of part (d). Diagonalise the matrix of the values that the hybrids of (d) take on the six axes.
\end{enumerate}

\section{Full solution}

\subsection*{(a) Orthonormality}

On the unit sphere $z$ is uniformly distributed between $-1$ and $1$. Therefore
\begin{equation}
\langle z^2\rangle=\tfrac12\int_{-1}^{1}u^2\,du=\tfrac13,\qquad
\langle z^4\rangle=\tfrac12\int_{-1}^{1}u^4\,du=\tfrac15 ,
\end{equation}
and the same holds for $x$ and $y$. Averaging $(x^2+y^2+z^2)^2=1$ gives $3\cdot\frac15+6\langle x^2y^2\rangle=1$, so $\langle x^2y^2\rangle=\frac1{15}$. The norms follow:
\begin{align}
\langle f_{p_z}^2\rangle&=3\cdot\tfrac13=1,\qquad
\langle f_{xy}^2\rangle=15\cdot\tfrac1{15}=1,\\
\langle f_{z^2}^2\rangle&=\tfrac54\left(9\cdot\tfrac15-6\cdot\tfrac13+1\right)=\tfrac54\cdot\tfrac45=1,\\
\langle f_{x^2-y^2}^2\rangle&=\tfrac{15}4\left(\tfrac15+\tfrac15-\tfrac2{15}\right)=\tfrac{15}4\cdot\tfrac4{15}=1 .
\end{align}
For the overlaps, note that p functions and $f_{xy},f_{xz},f_{yz}$ are odd in one or two of the coordinates, and no two of them are odd in the same ones. A reflection then makes their overlaps with each other and with $f_s,f_{z^2},f_{x^2-y^2}$ vanish. Exchange of $x$ and $y$ reverses $f_{x^2-y^2}$ but not $f_s$ or $f_{z^2}$, so those overlaps vanish too. The last one is $\langle f_sf_{z^2}\rangle=\frac{\sqrt5}2(3\cdot\frac13-1)=0$.

\subsection*{(b) The greatest strength of one hybrid}

The Cauchy--Schwarz inequality with $\sum_kc_k^2=1$ gives
\begin{equation}
h(\mathbf n)=\sum_kc_kf_k(\mathbf n)\le\Big[\sum_kf_k(\mathbf n)^2\Big]^{1/2}\equiv F_{\max},
\qquad\text{equality for } c_k=\frac{f_k(\mathbf n)}{F_{\max}} .
\label{eq:cs}
\end{equation}
Each function should thus enter in proportion to what it offers along the axis.

Take $\mathbf n$ along $z$ first. There $f_s=1$, $f_{p_z}=\sqrt3=1.7321$, $f_{z^2}=\sqrt5=2.2361$, and all other functions vanish. Hence
\begin{equation}
F_{\max}^{sp}=\sqrt{1+3}=2,\qquad F_{\max}^{spd}=\sqrt{1+3+5}=3 .
\end{equation}
The weights are the squares of $c_k$. They are $\frac14,\frac34$ for s and p in the first case, which is the sp$^3$ composition, and $\frac19,\frac39,\frac59$ for s, p and d in the second.

The axis does not matter, because both function sets contain complete shells. To show this, and to prepare part (c), we sum over a shell for two directions $\mathbf r$ and $\mathbf r'$, with $t=\mathbf r\cdot\mathbf r'$. The p shell gives $3(xx'+yy'+zz')=3t$. For the d shell put $A=x^2$, $B=y^2$, $C=z^2$, so $A+B+C=1$, and likewise for the primed direction. We use
\begin{align}
(A-B)(A'-B')&=2AA'+2BB'-(A+B)(A'+B')\nonumber\\
&=2AA'+2BB'-(1-C)(1-C') .
\end{align}
The functions $f_{x^2-y^2}$ and $f_{z^2}$ together contribute
\begin{align}
&\tfrac{15}4(A-B)(A'-B')+\tfrac54(3C-1)(3C'-1)\nonumber\\
&=\tfrac{15}2(AA'+BB')-\tfrac{15}4(1-C-C'+CC')+\tfrac54(9CC'-3C-3C'+1)\nonumber\\
&=\tfrac{15}2(AA'+BB'+CC')-\tfrac52 ,
\label{eq:eg}
\end{align}
since the terms linear in $C$ and $C'$ cancel. The other three d functions add $15(xyx'y'+xzx'z'+yzy'z')$. Because
\begin{equation}
t^2=AA'+BB'+CC'+2(xyx'y'+xzx'z'+yzy'z'),
\end{equation}
the whole d shell gives $\frac{15}2t^2-\frac52=5P_2(t)$, where $P_2(t)=\frac12(3t^2-1)$. The two sums over functions are therefore
\begin{equation}
K_{sp}(t)=1+3t,\qquad K_{spd}(t)=1+3t+\tfrac52(3t^2-1).
\label{eq:K}
\end{equation}
At $t=1$ they equal $F_{\max}^2$, that is 4 and 9 for every axis.

By (\ref{eq:cs}) the best hybrid along $\mathbf n$ is $h(\mathbf r)=K(\mathbf n\cdot\mathbf r)/F_{\max}$. The Cauchy--Schwarz inequality also gives $|K(\mathbf n\cdot\mathbf r)|\le K(1)$, so this hybrid has its largest magnitude on its own axis. Since $\langle h^2\rangle=1$, the number $F^2$ compares the angular density on the axis with its average over all directions. The ratio is 4 for sp$^3$ and 9 for the best spd hybrid.

\subsection*{(c) Which best hybrids are compatible}

Two best hybrids along $\mathbf n$ and $\mathbf n'$ have coefficients $f_k(\mathbf n)/F_{\max}$ and $f_k(\mathbf n')/F_{\max}$. With an orthonormal basis their overlap is
\begin{equation}
\langle hh'\rangle=\sum_k\frac{f_k(\mathbf n)f_k(\mathbf n')}{F_{\max}^2}=\frac{K(t)}{K(1)},\qquad t=\mathbf n\cdot\mathbf n' .
\end{equation}
For s and p it vanishes when $1+3t=0$, so $t=-\frac13$ and the angle is $109.47^\circ$. This is the tetrahedral angle. Four directions can make it with one another, and the four sp$^3$ hybrids all keep the strength 2. The one along $(1,1,1)/\sqrt3$ is $\frac12(f_s+f_{p_x}+f_{p_y}+f_{p_z})$.

For the full spd set the condition is $1+3t+\frac{15}2t^2-\frac52=0$. Multiplying by $\frac23$ gives
\begin{equation}
5t^2+2t-1=0,\qquad t=\frac{-1\pm\sqrt6}{5},
\end{equation}
which means $73.15^\circ$ or $133.62^\circ$. Octahedral axes meet at $90^\circ$ and $180^\circ$ instead. There the overlaps are
\begin{equation}
\frac{K_{spd}(0)}9=\frac{1-\frac52}9=-\frac16,\qquad
\frac{K_{spd}(-1)}9=\frac{1-3+5}9=\frac13 .
\end{equation}
Six hybrids of strength 3 on the octahedral axes are therefore not orthogonal. An orthogonal set on these axes has to give up some strength.

\subsection*{(d) The equivalent octahedral set}

Equivalent means that the rotations of the octahedron carry the hybrids into one another. A quarter turn about $z$ keeps the $z$ axis, so it must return the hybrid along $z$, up to a sign. The sign is $+$, because the value on the axis is positive and is not changed by the turn. The turn leaves $f_s,f_{p_z},f_{z^2}$ unchanged. It reverses $f_{x^2-y^2}$, and no nonzero mixture of $f_{p_x}$ and $f_{p_y}$ survives it. The hybrid is thus $af_s+bf_{p_z}+cf_{z^2}$. Rotated to any of the six axes $\mathbf n_j$ it becomes
\begin{equation}
g_j(\mathbf r)=a+\sqrt3\,b\,t+\sqrt5\,c\,P_2(t),\qquad t=\mathbf n_j\cdot\mathbf r .
\label{eq:g}
\end{equation}

The rotated d part stays within the two allowed d functions. With $y^2+z^2=1-x^2$,
\begin{align}
-\tfrac12f_{z^2}+\tfrac{\sqrt3}2f_{x^2-y^2}
&=\tfrac{\sqrt5}4\left[-(3z^2-1)+3x^2-3y^2\right]\nonumber\\
&=\tfrac{\sqrt5}4\left[1+3x^2-3(1-x^2)\right]=\tfrac{\sqrt5}2(3x^2-1) .
\end{align}
This is the d function along $x$. Its overlap with $f_{z^2}$ is $-\frac12$. For opposite axes the d functions coincide and the p functions differ in sign; for perpendicular axes the p functions are orthogonal. The three conditions are
\begin{align}
a^2+b^2+c^2&=1&&\text{(norm)},\\
a^2-\tfrac12c^2&=0&&(90^\circ),\\
a^2-b^2+c^2&=0&&(180^\circ).
\end{align}
Subtracting the third from the first gives $2b^2=1$. Then $a^2+c^2=\frac12$, and with $c^2=2a^2$ we have $3a^2=\frac12$. So
\begin{equation}
a^2=\tfrac16,\qquad b^2=\tfrac12,\qquad c^2=\tfrac13 .
\end{equation}
Each hybrid holds one sixth of the s function, three sixths p and two sixths d, as six equal shares of s, p$^3$ and d$^2$ require.

Positive $a,b,c$ make the three contributions add on the axis, where $t=1$:
\begin{align}
F_{\rm oct}&=a+\sqrt3\,b+\sqrt5\,c=\frac1{\sqrt6}+\sqrt{\frac32}+\sqrt{\frac53}\label{eq:F}\\
&=0.40825+1.22474+1.29099=2.92399,\nonumber
\end{align}
where the last digit comes from the unrounded terms. To three decimals this is 2.924. Since $|t|\le1$ and $|P_2(t)|\le1$, no direction gives (\ref{eq:g}) a larger magnitude than its own axis does.

The loss relative to the best spd hybrid is $(3-2.92399)/3=2.53\%$. It can be traced. On the neighbouring axes ($t=0$) and the opposite axis ($t=-1$) the hybrid has the values
\begin{equation}
p=a-\tfrac{\sqrt5}2c=-0.23725,\qquad q=a-\sqrt3\,b+\sqrt5\,c=0.47450 .
\label{eq:pq}
\end{equation}
The six $g_j$ and the six original functions are two orthonormal bases of the same space, so the sum of their squared values at a point is the same. On the $z$ axis that sum is $1+3+5=9$, and
\begin{equation}
F_{\rm oct}^2+4p^2+q^2=8.550+0.225+0.225=9.000 .
\end{equation}
A lone hybrid could collect the whole 9. In the orthogonal set the five others keep a small part of it, because their values on this axis are not zero.

\subsection*{(e) No orthonormal set from these functions has a larger mean strength on these axes}

Let $G_{ij}=g_j(\mathbf n_i)$. By (\ref{eq:g}) it depends on $\mathbf n_i\cdot\mathbf n_j$, so $G$ is symmetric. Each row contains $F_{\rm oct}$ once, $p$ four times and $q$ once. Its eigenvectors are found by symmetry.
\begin{itemize}
\item All six components equal (one vector): $\lambda=F_{\rm oct}+4p+q=6a=\sqrt6$. The $b$ terms cancel, and so do the $c$ terms, as $1-2+1=0$.
\item Opposite components of opposite sign (three vectors): the neighbours cancel in pairs, and $\lambda=F_{\rm oct}-q=2\sqrt3\,b=\sqrt6$.
\item Opposite components equal, total zero (two vectors): the neighbours of an axis with component $u$ sum to $-2u$, and $\lambda=F_{\rm oct}+q-2p=3\sqrt5\,c=\sqrt{15}$.
\end{itemize}
All eigenvalues are positive: 2.44949 four times and 3.87298 twice.

Any other orthonormal set from the same functions is $h_i=\sum_jO_{ij}g_j$ with an orthogonal matrix $O$. Let $\mathbf v_m$ be the normalised eigenvectors of $G$. The total strength is
\begin{equation}
\sum_ih_i(\mathbf n_i)=\sum_{ij}O_{ij}G_{ij}=\sum_m\lambda_m\,\mathbf v_m\cdot(O\mathbf v_m)\le\sum_m\lambda_m=6F_{\rm oct} .
\end{equation}
The inequality holds because $O\mathbf v_m$ is a unit vector and $\lambda_m>0$. Equality needs $O\mathbf v_m=\mathbf v_m$ for all $m$, hence $O=1$. The equivalent set therefore has the greatest mean strength and is the unique set that reaches it. The weakest member of any set cannot exceed the mean, so it cannot exceed $F_{\rm oct}$ either. A numerical search over orthonormal sets, listed in the numerical output, also ends at 2.92399.

\paragraph{What the strength leaves out.} The result is geometrical. It ignores the extent of the neighbour orbital, which matters even when s and p share one radial factor. For Slater 2s and 2p orbitals with exponent 1.625 and a hydrogen 1s orbital with exponent 1.0 at 2.06 bohr, the p overlap is 0.82 times the s overlap rather than $\sqrt3$ times, and the s--p hybrid of greatest overlap has s weight 0.60 rather than $\frac14$. If the s, p and d orbitals have different radial extents, their values at the bonding distance in general no longer stand in the ratios $1:\sqrt3:\sqrt5$, and the weights of the best lone hybrid of part (b) shift. The weights $\frac16,\frac12,\frac13$ of the equivalent octahedral set do not, because they follow from equivalence, normalisation and orthogonality, without use of the values at the bonding distance. The values of these hybrids on the axes in general do change. The energy needed to mix in a higher orbital is absent as well. A strength of 3 does not mean that an atom will use five ninths of d character.

\section{Two variations}

\subsection*{Variation 1: one d$^2$sp$^3$ hybrid alone}

\emph{How strong can a single hybrid from the six functions of part (d) be, if the other five are ignored?}

By (\ref{eq:cs}) we need the sum of squares at $\mathbf n$. Setting $\mathbf r'=\mathbf r=\mathbf n$ in (\ref{eq:eg}) gives
\begin{equation}
F_{\max}^2=1+3+\tfrac{15}2(x^4+y^4+z^4)-\tfrac52 .
\end{equation}
The quartic sum is at most $(x^2+y^2+z^2)^2=1$, and it reaches 1 only on the coordinate axes. There $F_{\max}^2=4+5=9$, so the greatest strength is 3, the same as with all nine functions. The value 2.924 is thus the greatest mean strength of six orthonormal hybrids from these functions along the six octahedral axes, not a limit for a single hybrid. Along $(1,1,1)/\sqrt3$ the quartic sum is $\frac13$, the d part vanishes, and the strength falls to 2. The d shell is incomplete here, so the direction matters: these two d functions help along the octahedral axes and are useless along the cube diagonals.

\subsection*{Variation 2: sp and sp$^2$ hybrids}

\emph{Find the strengths of equivalent orthogonal s--p hybrids at $180^\circ$ and at $120^\circ$.}

With s weight $w$ the hybrid along $\mathbf n$ is $\sqrt w+\sqrt{1-w}\,\sqrt3\,\mathbf n\cdot\mathbf r$. Two of them at angle $\theta$ are orthogonal if
\begin{equation}
w+(1-w)\cos\theta=0 .
\end{equation}
For $180^\circ$ this gives $w=\frac12$; for $120^\circ$ it gives $w=\frac12(1-w)$, so $w=\frac13$. The strength is $F(w)=\sqrt w+\sqrt{3(1-w)}$, hence
\begin{equation}
F(\tfrac12)=1.932,\qquad F(\tfrac13)=1.992,\qquad F(\tfrac14)=2.000 .
\end{equation}
The sp$^3$ value is the maximum found in part (b), and near a maximum the curve is flat. Going from sp$^3$ to sp$^2$ costs 0.4\% of the strength, and going to sp costs 3.4\%. On this measure alone the three kinds of hybrid are nearly equal, so strength by itself is a weak guide to the choice between them. Even the order need not carry over to overlaps: in the Slater model of a C--H bond quoted above, the overlaps of sp, sp$^2$ and sp$^3$ hybrids with the hydrogen orbital are 0.733, 0.710 and 0.689, the reverse of the order of the strengths.

\section*{Table of computed values}
\begin{verbatim}
Strengths are dimensionless (s function = 1)
value of s, p_z, d_z2 on the z axis: 1.0000 1.7321 2.2361
sp mixture, s weight 1/2: strength 1.9319
sp mixture, s weight 1/3: strength 1.9916
sp mixture, s weight 1/4: strength 2.0000
maximum by diagonalisation, s+p: 2.00000
maximum by diagonalisation, s+p+d: 3.00000
best spd weights s, p, d: 0.1111 0.3333 0.5556
single hybrid along z from the six d2sp3 functions: 3.00000
angle between orthogonal best sp hybrids: 109.47 degrees
angles between orthogonal best spd hybrids: 73.15 and 133.62 degrees
overlap of best spd hybrids at 90 degrees: -0.1667
overlap of best spd hybrids at 180 degrees: 0.3333
octahedral weights s, p, d: 0.1667 0.5000 0.3333
octahedral coefficients a, b, c: 0.40825 0.70711 0.57735
contributions of s, p, d to F: 0.40825 1.22474 1.29099
octahedral strength F: 2.92399
octahedral strength F, three decimals: 2.924
octahedral hybrid value at 90 degrees: -0.23725
octahedral hybrid value at 180 degrees: 0.47450
eigenvalues of G: 2.44949 2.44949 2.44949 2.44949 3.87298 3.87298
best mean strength found by free search: 2.92399
loss relative to the best spd hybrid: 2.53 percent
\end{verbatim}
